# Onset of self-trapping in an adiabatic two-site model: a program that tests the result

```python
"""
Adiabatic two-site self-trapping of one carrier.
H(q) = -t (|1><2| + |2><1|) + g q (|1><1| - |2><2|) + K q^2 / 2
t: hopping (eV), K: stiffness (eV/A^2), g: antisymmetric coupling (eV/A),
q: classical antisymmetric distortion (A).
Result under test: the lowest adiabatic energy has its only minimum at q = 0
for g^2/K <= t, and two equivalent distorted minima for g^2/K > t.
Also tested: size and energy of the distortion, the effect of defining one
coordinate per site, and what remains when q is a quantum oscillator.
"""
import numpy as np
from scipy import constants
from scipy.optimize import brentq, minimize_scalar


def electronic_matrix(t, site_1, site_2):
    return np.array([[site_1, -t], [-t, site_2]])


def energy(q, t, K, g):
    levels = np.linalg.eigvalsh(electronic_matrix(t, g * q, -g * q))
    return levels[0] + 0.5 * K * q**2


def energy_site_coordinates(x1, x2, t, K, g):
    levels = np.linalg.eigvalsh(electronic_matrix(t, g * x1, g * x2))
    return levels[0] + 0.5 * K * (x1**2 + x2**2)


def second_difference(f, x, h=3e-4):
    return (f(x + h) - 2 * f(x) + f(x - h)) / h**2


def positive_side_minimum(t, K, g):
    found = minimize_scalar(lambda q: energy(q, t, K, g), bounds=(0, 1),
                            method="bounded", options={"xatol": 1e-10})
    return found.x, found.fun


def count_minima(t, K, g):
    grid = np.linspace(-1, 1, 4001)
    e = np.array([energy(q, t, K, g) for q in grid])
    return int(np.sum((e[1:-1] < e[:-2]) & (e[1:-1] < e[2:])))


# Threshold from the numerical curvature at q = 0, for unrelated parameters.
# The tolerance covers the finite-difference error of the curvature.
for t_test, K_test in [(0.30, 10.0), (0.10, 20.0), (1.0, 5.0)]:
    g_zero = brentq(lambda g: second_difference(
        lambda q: energy(q, t_test, K_test, g), 0.0), 0.1, 10.0)
    assert abs(g_zero**2 / K_test / t_test - 1) < 1e-4

t, K = 0.30, 10.0
g_critical = brentq(lambda g: second_difference(
    lambda q: energy(q, t, K, g), 0.0), 0.1, 10.0)
print(f"hopping t = {t:.2f} eV")
print(f"stiffness K = {K:.1f} eV/A^2")
print(f"critical coupling, numerical = {g_critical:.4f} eV/A")
print(f"g^2/K at numerical threshold = {g_critical**2 / K:.4f} eV")

# Positive quartic term at threshold; the next order is below 1 percent here.
g_exact = np.sqrt(K * t)
q_small = 0.02
quartic_numerical = (energy(q_small, t, K, g_exact) + t) / q_small**4
quartic_formula = g_exact**4 / (8 * t**3)
assert abs(quartic_numerical / quartic_formula - 1) < 0.01
print(f"quartic coefficient at threshold = {quartic_formula:.2f} eV/A^4")

# One coordinate per site: curvature along x1 = x0 + s, x2 = x0 - s.
g_site = brentq(lambda g: second_difference(
    lambda s: energy_site_coordinates(-g / (2 * K) + s, -g / (2 * K) - s,
                                      t, K, g), 0.0), 0.1, 10.0)
site_ratio = g_site**2 / (K * t)
assert abs(site_ratio - 2) < 1e-3
print(f"g^2/(K t) at threshold, one coordinate per site = {site_ratio:.3f}")

# Minima on both sides of the threshold.
print("coupling scan (lambda = g^2/(K t)):")
for g in [1.5, 1.8, 2.2, 2.6]:
    lam = g**2 / (K * t)
    q_num, e_num = positive_side_minimum(t, K, g)
    gain = energy(0.0, t, K, g) - e_num
    vectors = np.linalg.eigh(electronic_matrix(t, g * q_num, -g * q_num))[1]
    imbalance = vectors[0, 0]**2 - vectors[1, 0]**2
    if lam > 1:
        assert count_minima(t, K, g) == 2
        assert abs(q_num - np.sqrt(g**2 / K**2 - t**2 / g**2)) < 1e-5
        assert abs(gain - t * (lam - 1)**2 / (2 * lam)) < 1e-9
        assert abs(imbalance + np.sqrt(1 - 1 / lam**2)) < 1e-4
    else:
        assert count_minima(t, K, g) == 1
        assert abs(q_num) < 1e-5 and abs(gain) < 1e-9
    # Minimizing over the site imbalance must give the same energy.
    by_imbalance = minimize_scalar(
        lambda m: -t * np.sqrt(1 - m**2) - g**2 * m**2 / (2 * K),
        bounds=(0, 1), method="bounded", options={"xatol": 1e-10})
    assert abs(by_imbalance.fun - e_num) < 1e-9
    print(f"  g = {g:.1f} eV/A: g^2/K = {g**2 / K:.3f} eV, lambda = {lam:.3f},"
          f" |q0| = {abs(q_num):.4f} A, |m| = {abs(imbalance):.3f},"
          f" trapping energy = {abs(gain):.4f} eV")

# Main case, between the true threshold and the naive one.
g = 2.2
q0, e0 = positive_side_minimum(t, K, g)
lam = g**2 / (K * t)
levels, vectors = np.linalg.eigh(electronic_matrix(t, g * q0, -g * q0))
gap = levels[1] - levels[0]
curvature = second_difference(lambda q: energy(q, t, K, g), q0)
assert abs(gap - 2 * g**2 / K) < 1e-5
assert abs(curvature - K * (1 - 1 / lam**2)) < 1e-3
e_shared = energy(0.0, t, K, g)
# Fully localized: hopping switched off, lattice relaxed around one site.
e_localized = positive_side_minimum(0.0, K, g)[1]
assert abs(e_localized + g**2 / (2 * K)) < 1e-9
assert e0 < e_shared < e_localized
barrier = e_shared - e0
kj_per_mol = barrier * constants.e * constants.N_A / 1000
print(f"main case: g = {g:.1f} eV/A")
print(f"energy of shared state = {e_shared:.4f} eV")
print(f"energy of fully localized state = {e_localized:.4f} eV")
print(f"energy at the minimum = {e0:.4f} eV")
print(f"population of favoured site = {vectors[1, 0]**2:.3f}")
print(f"population of other site = {vectors[0, 0]**2:.3f}")
print(f"trapping energy = barrier = {barrier:.4f} eV = {kj_per_mol:.2f} kJ/mol")
print(f"vertical gap at the minimum = {gap:.3f} eV")
print(f"curvature at the minimum = {curvature:.2f} eV/A^2")


def quantum_pair(g, quantum, bias, size=120):
    """Lowest splitting (eV) and ground-state <q> (A) with q quantized."""
    lower = np.diag(np.sqrt(np.arange(1, size)), 1)
    q_matrix = np.sqrt(quantum / (2 * K)) * (lower + lower.T)
    oscillator = np.diag(quantum * (np.arange(size) + 0.5))
    sigma_x = np.array([[0.0, 1.0], [1.0, 0.0]])
    sigma_z = np.diag([1.0, -1.0])
    one = np.eye(size)
    h = (np.kron(np.eye(2), oscillator) - t * np.kron(sigma_x, one)
         + g * np.kron(sigma_z, q_matrix)
         + 0.5 * bias * np.kron(sigma_z, one))
    values, states = np.linalg.eigh(h)
    ground = states[:, 0]
    mean_q = ground @ np.kron(np.eye(2), q_matrix) @ ground
    return values[1] - values[0], mean_q


splittings = []
for quantum in [0.04, 0.02]:
    split, mean_q = quantum_pair(g, quantum, 0.0)
    split_small_basis = quantum_pair(g, quantum, 0.0, size=80)[0]
    assert abs(split - split_small_basis) < 1e-10
    assert split > 1e-9 and abs(mean_q) < 1e-5
    splittings.append(split)
    print(f"vibrational quantum {quantum:.2f} eV:"
          f" tunnel splitting = {split:.2e} eV")
assert splittings[1] < 0.1 * splittings[0]

bias = 0.001
q_trapped = quantum_pair(g, 0.02, bias)[1]
q_shared = quantum_pair(1.5, 0.02, bias)[1]
assert 0.8 * q0 < q_trapped < q0
assert 0 < q_shared < 0.05 * q_trapped
print(f"site-energy difference = {bias:.3f} eV, vibrational quantum 0.02 eV:")
print(f"  mean distortion for g = 2.2 eV/A = {q_trapped:.4f} A")
print(f"  mean distortion for g = 1.5 eV/A = {q_shared:.4f} A")

print("success")
```

It prints:

```
hopping t = 0.30 eV
stiffness K = 10.0 eV/A^2
critical coupling, numerical = 1.7321 eV/A
g^2/K at numerical threshold = 0.3000 eV
quartic coefficient at threshold = 41.67 eV/A^4
g^2/(K t) at threshold, one coordinate per site = 2.000
coupling scan (lambda = g^2/(K t)):
  g = 1.5 eV/A: g^2/K = 0.225 eV, lambda = 0.750, |q0| = 0.0000 A, |m| = 0.000, trapping energy = 0.0000 eV
  g = 1.8 eV/A: g^2/K = 0.324 eV, lambda = 1.080, |q0| = 0.0680 A, |m| = 0.378, trapping energy = 0.0009 eV
  g = 2.2 eV/A: g^2/K = 0.484 eV, lambda = 1.613, |q0| = 0.1726 A, |m| = 0.785, trapping energy = 0.0350 eV
  g = 2.6 eV/A: g^2/K = 0.676 eV, lambda = 2.253, |q0| = 0.2330 A, |m| = 0.896, trapping energy = 0.1046 eV
main case: g = 2.2 eV/A
energy of shared state = -0.3000 eV
energy of fully localized state = -0.2420 eV
energy at the minimum = -0.3350 eV
population of favoured site = 0.892
population of other site = 0.108
trapping energy = barrier = 0.0350 eV = 3.37 kJ/mol
vertical gap at the minimum = 0.968 eV
curvature at the minimum = 6.16 eV/A^2
vibrational quantum 0.04 eV: tunnel splitting = 1.03e-03 eV
vibrational quantum 0.02 eV: tunnel splitting = 8.34e-06 eV
site-energy difference = 0.001 eV, vibrational quantum 0.02 eV:
  mean distortion for g = 2.2 eV/A = 0.1678 A
  mean distortion for g = 1.5 eV/A = 0.0008 A
success
```
